# Oxygen uptake of a clean target between high-power sputtering pulses

## A gas of six beams

Replace the oxygen in front of a clean metal target by six equal beams. Every molecule has the same speed $v$, and one sixth of them fly straight at the target. In a time $t$ the target is struck by the approaching molecules within a distance $vt$, so each unit area receives $nvt/6$ molecules, where $n$ is the number density.

At 10 mPa and 300 K the density is $n=p/(kT)=2.414\times10^{12}$ cm$^{-3}$, and a typical molecular speed is 445.5 m/s, or $4.455\times10^4$ cm/s. In 10 ms the number of impacts is

$$
\frac{nvt}{6}=\frac{(2.414\times10^{12})(4.455\times10^{4})(0.010)}{6}\approx1.8\times10^{14}\ \text{cm}^{-2}.
$$

Suppose that one molecule in ten sticks, and that a molecule which sticks splits into two atoms, each taking one surface site. The surface then gains $2\times0.1\times1.8\times10^{14}=3.6\times10^{13}$ atoms per cm$^2$. With $10^{15}$ sites per cm$^2$, this is 3.6 percent of the sites.

The answer is thus a few percent. The six beams misjudge the directions of flight, and the count lets atoms land on sites that are already filled. Both points can be treated properly.

## What is being estimated

In pulsed sputtering, ions from a plasma strike the target during short pulses and remove atoms from it, including adsorbed oxygen. The 10 ms used above is the gap between two pulses, in which oxygen can return. This gap is taken to be free of plasma. The pressure $p$ sets the rate at which oxygen strikes the target, taken to be that of an equilibrium gas at this partial pressure, which matters later. The sticking probability $s=0.1$ is counted per molecule striking a clean surface. The coverage $\theta$ is the filled fraction of $N=10^{15}$ sites per cm$^2$, and it starts at zero. Growth of oxide below the first layer is left out.

The factor two for dissociation is part of the result. If each sticking molecule used up one site instead of two, the dose would be halved, and the small final coverage nearly so.

## The impingement flux

Let $x$ point towards the target. In a Maxwell gas the molecules with normal velocity between $v_x$ and $v_x+dv_x$ have density

$$
n\sqrt{\frac{m}{2\pi kT}}\;e^{-mv_x^2/(2kT)}\,dv_x ,
$$

where $m$ is the molecular mass. Those with $v_x>0$ reach unit area at the rate $v_x$ times their density. The flux is therefore

$$
\Phi=n\sqrt{\frac{m}{2\pi kT}}\int_0^\infty v_x e^{-mv_x^2/(2kT)}dv_x
=n\sqrt{\frac{m}{2\pi kT}}\;\frac{kT}{m}
=n\sqrt{\frac{kT}{2\pi m}} .
$$

The integral equals $kT/m$ because the integrand is the derivative of $-(kT/m)e^{-mv_x^2/(2kT)}$. Inserting $n=p/(kT)$ gives

$$
\Phi=\frac{p}{\sqrt{2\pi mkT}} .
$$

To compare with the beams, express this through the mean speed. With $a=m/(2kT)$ the speed distribution is $4\pi(a/\pi)^{3/2}v^2e^{-av^2}$, and $\int_0^\infty v^3e^{-av^2}dv=1/(2a^2)$. Hence

$$
\bar v=4\pi\left(\frac a\pi\right)^{3/2}\frac1{2a^2}=\frac{2}{\sqrt{\pi a}}=\sqrt{\frac{8kT}{\pi m}},
\qquad
\frac{n\bar v}{4}=n\sqrt{\frac{8kT}{16\pi m}}=n\sqrt{\frac{kT}{2\pi m}}=\Phi .
$$

The factor is 1/4, not 1/6. Half of the molecules in an isotropic gas approach the target, and the average cosine of their angle to the normal is 1/2. The beams therefore underestimate the flux by a factor 3/2.

For O$_2$ at the stated conditions $\bar v=445.5$ m/s, so that

$$
\Phi=\frac{(2.414\times10^{12})(4.455\times10^4)}4=2.689\times10^{16}\ \text{cm}^{-2}\,\text{s}^{-1}.
$$

## The dose

Define the dose $x$ as the number of atoms supplied per site during the gap, ignoring blocking. From here on $x$ has this meaning:

$$
x=\frac{2s\Phi t}{N}=\frac{2spt}{N\sqrt{2\pi mkT}} .
$$

In 10 ms the target is struck by $2.689\times10^{14}$ molecules per cm$^2$. One tenth of them stick, and they deliver $5.38\times10^{13}$ atoms per cm$^2$. Thus $x=0.0538$, or 5.4 percent. This is the beam result multiplied by 3/2.

At this initial rate the layer would need $N/(2s\Phi)=186$ ms to fill. The gap is about one nineteenth of that time, which is why the uptake is small. The dose depends on pressure, sticking and time through the product $spt$, so a gap of 1 ms at 100 mPa gives the same dose.

## Sites that are already filled

Two simple rules for blocking show how much the details matter.

In the first rule each atom of a sticking molecule is kept if its own randomly chosen site is empty, which has probability $1-\theta$. Then

$$
\frac{d\theta}{dt}=\frac{2s\Phi}{N}(1-\theta)
\quad\Rightarrow\quad
-\ln(1-\theta)=\frac{2s\Phi t}{N}=x
\quad\Rightarrow\quad
\theta_1=1-e^{-x}.
$$

In the second rule the molecule is kept only if both sites are empty. In mean field, where the two sites are filled independently, the probability is $(1-\theta)^2$. Separation of variables gives

$$
\frac{d\theta}{(1-\theta)^2}=\frac{2s\Phi}{N}dt
\quad\Rightarrow\quad
\frac1{1-\theta}-1=x
\quad\Rightarrow\quad
\theta_2=\frac{x}{1+x}.
$$

For small dose,

$$
\theta_1=x-\frac{x^2}{2}+\dots,\qquad \theta_2=x-x^2+\dots
$$

The two rules agree to first order. With $x=0.0538$ the second-order terms remove about 0.14 and 0.29 percent of the sites, leaving

$$
\theta_1=5.24\ \text{percent},\qquad \theta_2=5.10\ \text{percent}.
$$

At 10 mPa ($7.5\times10^{-5}$ Torr) a 10 ms gap therefore refills about 5 percent of the sites, whichever rule holds.

A direct simulation tests both laws. Molecules arrive at random on a million sites, each sticks with probability 0.1, and its two atoms choose sites at random. The coverages found are 5.23 and 5.11 percent. The number of sticking molecules fluctuates by about 156, which moves the coverage by about 0.03 percent of the sites, so the agreement is as close as can be expected. At the larger dose $x=1$, where the laws predict 63.2 and 50.0 percent, simulations with 200,000 sites agree with each to within 0.5 percent of the sites. Because the two sites are drawn independently, this checks the solution of the mean-field rule, not the mean-field assumption. If the two sites must be neighbours on a triangular or square lattice, the coverage is still 5.1 percent at $x=0.0538$, but it is 51 or 52 percent instead of 50 at $x=1$.

### A surface that captures every molecule

Now let $s=1$, with all other settings fixed. The dose is ten times larger, $x=0.538$, and the coverages become

$$
\theta_1=41.6\ \text{percent},\qquad \theta_2=35.0\ \text{percent}.
$$

The coverage is no longer small, it is less than ten times the previous value, and the blocking rule matters. The result of 5 percent thus holds for $s$ near 0.1, not for clean metals in general.

## Can the gas supply this much oxygen?

Without blocking, the surface takes up $2.69\times10^{13}$ molecules per cm$^2$ during the gap. A gas layer 5 cm thick contains

$$
nL=(2.414\times10^{12})(5)=1.2\times10^{13}\ \text{molecules per cm}^2 .
$$

This is less than half of what is taken up. If the layer were sealed off, its entire oxygen content could fill at most 2.4 percent of the sites. The estimate therefore requires oxygen to arrive from the rest of the chamber during the gap.

In a sputtering chamber this oxygen diffuses through argon. The diffusion coefficient follows from the friction on an O$_2$ molecule drifting at a small velocity $u$ through argon at rest. Let $\mu$ be the reduced mass, $g$ the relative speed, $d$ the mean collision diameter and $\sigma=\pi d^2$ the cross-section. Hard spheres scatter isotropically in the centre-of-mass frame, so the relative velocity averages to zero after a collision. The O$_2$ molecule then loses on average the momentum $\mu\mathbf g$. Collisions occur at the rate $n_{\rm Ar}\sigma g$, and the mean force along the drift is

$$
F=-n_{\rm Ar}\sigma\mu\langle g\,g_x\rangle_u .
$$

To first order in $u$, the shifted Maxwell distribution is the unshifted one multiplied by $1+\mu g_xu/(kT)$. The first term averages to zero by symmetry. In the second, $\langle g\,g_x^2\rangle=\langle g^3\rangle/3$, so

$$
F=-\frac{n_{\rm Ar}\sigma\mu^2}{3kT}\langle g^3\rangle\,u .
$$

With $b=\mu/(2kT)$ and $\int_0^\infty g^5e^{-bg^2}dg=1/b^3$, one finds

$$
\langle g^3\rangle=\frac{4\pi(b/\pi)^{3/2}}{b^3},\qquad
v_{\rm rel}=\langle g\rangle=\frac{4\pi(b/\pi)^{3/2}}{2b^2},
$$

and therefore $\langle g^3\rangle=(2/b)v_{\rm rel}=(4kT/\mu)v_{\rm rel}$. The friction coefficient is

$$
\zeta=-\frac Fu=\frac43n_{\rm Ar}\sigma\mu v_{\rm rel}.
$$

In steady drift, friction balances the gradient of the oxygen pressure, $\zeta nu=-kT\,dn/dz$. The flux is then $nu=-D\,dn/dz$ with $D=kT/\zeta$. Since $kT/\mu=\pi v_{\rm rel}^2/8$,

$$
D=\frac{3kT}{4n_{\rm Ar}\sigma\mu v_{\rm rel}}=\frac{3\pi v_{\rm rel}}{32n_{\rm Ar}\sigma}=\frac{3v_{\rm rel}}{32n_{\rm Ar}d^2}.
$$

For 0.5 Pa argon and $d=0.35$ nm this gives $D=3.79$ m$^2$/s. The shifted Maxwell distribution is itself an approximation, and the exact hard-sphere value is about 2.5 percent higher.

Let the oxygen density be held at $n$ a distance $L$ from the target and have the value $n_s$ at the surface. In the steady state, the flux through the layer equals the uptake:

$$
D\,\frac{n-n_s}{L}=\frac{s\bar v}{4}n_s
\quad\Rightarrow\quad
\frac{n_s}{n}=\frac1{1+B},\qquad B=\frac{s\bar vL}{4D}.
$$

For $L=5$ cm,

$$
B=\frac{0.1\times445.5\times0.05}{4\times3.79}=0.147 ,
$$

and the uptake is 87.2 percent of its undepleted value. The single-site coverage falls from 5.24 to about 4.6 percent. The steady profile is a fair approximation because the diffusion time $L^2/D=0.66$ ms is much shorter than the gap. A time-dependent diffusion calculation that starts from uniform oxygen gives 87.4 percent. It lies slightly higher because the density begins above the steady profile.

This is an estimate of size only. The oxygen mean free path is 1.6 cm, not very small compared with 5 cm. The wall flux also omits the drift of the gas towards the surface. To first order, a drift $u$ multiplies the Maxwell distribution by $1+mv_xu/(kT)$. The added term is even in $v_x$ once multiplied by $v_x$, so molecules moving towards the wall carry half of the drift flux $\Gamma$. This adds $\Gamma/2$ to the molecules striking the wall, so $\Gamma=s(n_s\bar v/4+\Gamma/2)$. Combining this with $\Gamma=D(n-n_s)/L$ changes the retained fraction to $1/(1-s/2+B)$, or 91 percent. The simpler formula thus overstates the loss when the density at distance $L$ is held fixed. If instead the molecules entering from the far side are held at the rate $n\bar v/4$, the same correction applies there and the fraction returns to $1/(1+B)$.

For $s=1$ the number $B$ is 1.47, and the two formulas retain 40 and 51 percent. The coverages of 35 to 42 percent found above therefore require molecules to strike the surface at the full rate $n\bar v/4$ of a gas at 10 mPa. They do not apply if that pressure is maintained only at the far side of such a layer.

## When the pulse does not clean the target

The 5 percent is a gain from a clean start. In repeated operation the target is clean at the start of a gap only if the preceding pulse removed nearly all its oxygen.

Suppose that the ions are singly charged and that each removes $Y$ oxygen atoms from a fully covered surface, and proportionally fewer from a partly covered one. For ion current density $j$,

$$
\frac{d\theta}{dt}=-\frac{Yj}{eN}\theta .
$$

A pulse of length $t_p$ thus multiplies the coverage by $e^{-c}$, where $c=Yjt_p/(eN)$. Let $\theta_b$ and $\theta_a$ be the coverages before and after a pulse. Once the cycle repeats, the single-site rule gives

$$
\theta_a=\theta_be^{-c},\qquad 1-\theta_b=(1-\theta_a)e^{-x}.
$$

Substituting the first relation into the second gives $\theta_b(1-e^{-x-c})=1-e^{-x}$, and so

$$
\theta_b=\frac{1-e^{-x}}{1-e^{-x-c}} .
$$

For strong cleaning, $c\gg1$, this returns the clean-start result. Without cleaning, $c=0$, it gives a full layer.

Take a pulse of 0.1 ms at 1 A/cm$^2$ with $Y=0.5$. It delivers $6.24\times10^{14}$ ions per cm$^2$, so

$$
c=\frac{0.5\times6.24\times10^{14}}{10^{15}}=0.312,\qquad
\theta_b=\frac{0.0524}{1-e^{-0.366}}=17.1\ \text{percent}.
$$

Such a pulse removes only about 27 percent of the oxygen present. The coverage after it is $0.171\,e^{-0.312}=12.5$ percent, and the next gap adds 4.6 percent. A gain of about 5 percent per gap is thus compatible with a coverage more than three times as large. Integrating the rate equations over 40 cycles, with oxygen uptake also allowed during the pulse, gives 17.2 percent. These values use the full impact rate; with the supply reduced to 87.2 percent by depletion, the formula gives about 15 percent. With $c=5$ the formula gives 5.27 percent, close to the clean-start value. The result depends strongly on the assumed yield: for the same pulse and the single-site rule, $Y=0.1$ gives 48 percent and $Y=1$ gives 11 percent. The blocking rule matters too when the coverage is high. With the two-site rule, yields of 0.1, 0.5 and 1 give about 37, 15 and 10 percent.

## Other oxygen, other temperatures

The plasma can leave oxygen atoms behind. If a fraction $f$ of the O$_2$ is dissociated at the end of the pulse, the atom density is $2fn$. An atom has half the molecular mass, hence a mean speed larger by $\sqrt2$, and the atomic flux is $2\sqrt2f\Phi$. If the atoms stick with probability one and decay with lifetime $\tau$, they supply per site

$$
\frac{2\sqrt2f\Phi}{N}\int_0^te^{-t'/\tau}dt'=\frac{2\sqrt2f\Phi\tau}{N}\left(1-e^{-t/\tau}\right).
$$

For $f=0.05$ and $\tau=1$ ms this gives 0.38 percent of the sites, and 3.8 percent if no atoms decay during the gap. Both values are upper bounds, because the formula ignores the depletion caused by the uptake itself. A layer 5 cm thick holds only $2fnL=1.2\times10^{12}$ atoms per cm$^2$, or 0.12 percent of the site number. Even without decay, atoms arrive in 10 ms from a depth of only about $\sqrt{Dt}\approx20$ cm, if $D$ is taken as for O$_2$, and that depth holds about 0.5 percent. Atoms left by the pulse and not replaced are thus a small correction here.

Gas heated by the discharge changes the flux in a way that depends on what is held fixed. At fixed pressure $\Phi\propto T^{-1/2}$, and gas at 600 K throughout the gap gives 3.73 percent. At fixed density $\Phi\propto T^{1/2}$, and the dose rises to 7.6 percent instead.

Residual water at 0.1 mPa, with sticking one and one oxygen atom per molecule, adds 0.36 percent if it strikes the target at the full rate for that pressure. Depletion in front of the target would reduce this.

Oxygen can also arrive as ions during the pulse. If O$_2^+$ has the same share of the ion current as O$_2$ has of the gas, 1.96 percent, each pulse brings in atoms equal to 2.45 percent of the site number. Some may come to rest below the surface, so this is not simply an added coverage. It is nevertheless about half of the uptake in the gap, and the repeating coverage of 17.1 percent leaves it out. If all these atoms struck the surface and only those meeting an empty site stayed, that coverage would rise to about 22 percent.

## Beside a titanium target

The pulse and gas values above are rough ones for high-power pulsed sputtering of titanium in argon with a little oxygen. In a close-packed titanium surface neighbouring atoms lie about 0.3 nm apart. With the spacing set to $\ell=0.295$ nm and one site per surface atom, there are $2/(\sqrt3\,\ell^2)=1.33\times10^{15}$ sites per cm$^2$. The same number of atoms then covers 4.0 percent instead of 5.2. The sticking probability of 0.1 may be far too low for clean titanium: for such a reactive metal it can be much closer to one. With $s=1$ and the full impact rate of a gas at 10 mPa, the model gives 35 to 42 percent for $10^{15}$ sites per cm$^2$. This range is the spread of the two blocking rules, not a bound for a real surface: molecules able to move to empty sites before dissociating would approach the unblocked dose of 54 percent, and depletion of the gas would lower the value. The assumption of a clean start can fail as well, and for the pulse considered here that raises the coverage before the next pulse to about 17 percent even at $s=0.1$, with the single-site rule and the assumed yield $Y=0.5$. In this model the coverage before each pulse stays small if $2s\Phi t/N$ is small and the pulse removes most of the oxygen present. The numerical output below lists the main values behind these comparisons.

## Calculated quantities

```
MAIN ESTIMATE
O2 partial pressure: 10 mPa
gas temperature: 300 K
gap between pulses: 10 ms
sticking probability per molecule: 0.1
site density: 1.00e+15 cm^-2
O2 mass: 5.3134e-26 kg
O2 number density: 2.414e+12 cm^-3
O2 mean speed: 445.5 m/s
O2 impingement flux: 2.689e+16 cm^-2 s^-1
molecules striking in gap: 2.689e+14 cm^-2
molecules sticking in gap: 2.689e+13 cm^-2
atoms supplied in gap: 5.378e+13 cm^-2
dose, no blocking: 5.38 percent
coverage, single-site law: 5.24 percent
coverage, two-site law: 5.10 percent
simulated coverage, single-site: 5.23 percent
simulated coverage, two-site: 5.11 percent
dose if one site per molecule: 2.69 percent
filling time at initial rate: 186 ms
sticking 1, single-site law: 41.6 percent
sticking 1, two-site law: 35.0 percent
NEGLECTED EFFECTS (rough inputs)
argon pressure: 0.5 Pa
gas layer thickness: 5 cm
O2-Ar collision diameter: 0.35 nm
O2 diffusion coefficient in argon: 3.79 m^2/s
O2 mean free path in argon: 1.6 cm
diffusion time across layer: 0.66 ms
depletion number B: 0.147
uptake retained, formula: 87.2 percent
uptake retained, diffusion run: 87.4 percent
coverage with depletion: 4.58 percent
pulse length: 0.1 ms
ion current density: 1 A/cm^2
oxygen atoms removed per ion: 0.5
ion fluence per pulse: 6.242e+14 cm^-2
cleaning exponent c: 0.312
repeating coverage before pulse: 17.1 percent
same, cycles integrated: 17.2 percent
repeating coverage for c = 5: 5.27 percent
dissociated O2 fraction: 5 percent
O atom lifetime: 1 ms
added by O atoms: 0.38 percent
added by O atoms if none are lost: 3.80 percent
hot-gas temperature: 600 K
coverage in hot gas, same pressure: 3.73 percent
water pressure: 0.1 mPa
added by water at sticking 1: 0.36 percent
oxygen share of gas: 1.96 percent
implanted per pulse at that ion share: 2.45 percent of sites
Ti lattice constant a: 0.295 nm
Ti(0001) site density: 1.33e+15 cm^-2
coverage with Ti(0001) sites: 3.97 percent
```
